# Low-temperature thermoelectric figure of merit of a spin-split superconducting tunnel junction, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From two energy windows to a general bound

### The result

A normal electrode N is joined to a spin-split superconductor S by a tunnel barrier with spin polarization $P$. When the tunnelling electrons are the sole carriers of heat, the figure of merit obeys

$$zT\;\longrightarrow\;\frac{P^2}{1-P^2}\qquad (T\to0). \tag{1}$$

The superconductor has gap $\Delta$ and spin splitting $h$, with $0<h<\Delta$ held fixed as $T\to0$, and $|P|<1$. The density of states inside the gap is zero, spin is conserved in S, and Andreev reflection is neglected. Under these assumptions the right side of (1) is also an upper bound on $zT$ at every temperature. Phonons and other parasitic heat channels are left out here and sized in Part II.

The splitting $h$ is an energy: an electron of spin $\sigma=\pm1$ in S has its energy shifted by $-\sigma h$. Planck's constant appears as $\hbar$.

### Conventions

Energies $E$ are measured from the chemical potential of S, which stays at temperature $T$. The chemical potential of N is raised by $eV$, with $e>0$, and its temperature by $\Delta T$. The current $I$ is $e$ times the particle flow from N to S, and $Q$ is the heat leaving N per unit time. For electrons of charge $-e$ the electrical current and voltage both have the opposite sign to $I$ and $V$. Their product, and hence the power, is unchanged, as is $zT$.

### The simplest case: narrow windows of energy

Suppose that electrons can cross only in a narrow window at energy $E_j$. The net flow is proportional to the difference of the two Fermi functions there. With $f(E)=1/(e^{E/k_BT}+1)$, $f'=df/dE$, and both biases small, the occupation in N changes for two reasons. Raising the chemical potential replaces $E$ by $E-eV$, which adds $-f'eV$. Warming changes $E/k_BT$ by $-(E/k_BT)(\Delta T/T)$, which has the same effect as lowering $E$ by $E\,\Delta T/T$. Therefore

$$f_N-f_S=(-f')\left(eV+E\frac{\Delta T}{T}\right). \tag{2}$$

Let $g_j$ be the electrical conductance of the window. Its particle flow is $(g_j/e^2)(eV+E_j\Delta T/T)$. Each electron carries away the heat $E_j-eV$, and to first order in the biases the term $-eV$ drops out because the flow is already of first order. Summing over windows gives

$$I=GV+\alpha\frac{\Delta T}{T},\qquad Q=\alpha V+K\frac{\Delta T}{T}, \tag{3}$$

$$G=\sum_jg_j,\qquad \alpha=\frac1e\sum_jg_jE_j,\qquad K=\frac1{e^2}\sum_jg_jE_j^2. \tag{4}$$

The same $\alpha$ stands in both lines of (3), as Onsager symmetry requires.

At open circuit $I=0$, so $V=-(\alpha/G)\Delta T/T$. The thermopower, defined here as $S=-V/\Delta T$, is $S=\alpha/(GT)$. Putting this voltage into $Q$ gives the open-circuit thermal conductance

$$\kappa=\frac{Q}{\Delta T}=\frac1T\left(K-\frac{\alpha^2}{G}\right).$$

The figure of merit is then

$$zT=\frac{S^2GT}{\kappa}=\frac{\alpha^2/(GT)}{(K-\alpha^2/G)/T}=\frac{\alpha^2}{GK-\alpha^2}. \tag{5}$$

With a single window at $E_1\ne0$, equation (4) gives $GK=\alpha^2$, and $zT$ diverges. Every electron carries the same heat, so no heat flows when the net current is zero.

Now take two windows, one at $+\epsilon$ for spin up and one at $-\epsilon$ for spin down. Let their conductances be $g(1+P)/2$ and $g(1-P)/2$. Then

$$G=g,$$

$$\alpha=\frac{g\epsilon}{e}\left(\frac{1+P}{2}-\frac{1-P}{2}\right)=\frac{gP\epsilon}{e},$$

$$K=\frac{g\epsilon^2}{e^2}\left(\frac{1+P}{2}+\frac{1-P}{2}\right)=\frac{g\epsilon^2}{e^2},$$

and (5) becomes

$$zT=\frac{P^2\epsilon^2}{\epsilon^2-P^2\epsilon^2}=\frac{P^2}{1-P^2}. \tag{6}$$

This is already the required value. The energy $\epsilon$ has cancelled, and so has the absolute conductance $g$, however small it is. Two limits show the meaning. At $P=0$ the two windows contribute opposite thermoelectric currents of equal size, and $zT=0$. As $|P|\to1$ one window closes and the single-window divergence returns.

Equation (5) also has a statistical reading. If $g_j/G$ is treated as a probability, then $e\alpha/G$ is the mean transported energy $\langle E\rangle$, and $e^2K/G$ is $\langle E^2\rangle$. Hence $zT=\langle E\rangle^2/(\langle E^2\rangle-\langle E\rangle^2)$, the squared mean divided by the variance. For the two windows the mean is $P\epsilon$ and the variance is $(1-P^2)\epsilon^2$.

### The spin-split superconductor as a set of windows

It remains to show how a superconductor supplies such windows. In a uniform superconductor with normal-state energy $\xi$, the pairing solution has $E_\xi=\sqrt{\xi^2+\Delta^2}$. An electron of spin $\sigma$ can enter S in two ways. It can create an excitation of energy $E_\xi-\sigma h$, with probability weight $u^2=\frac12(1+\xi/E_\xi)$. Or it can remove an excitation of opposite spin, whose energy is $E_\xi+\sigma h$, with weight $v_\xi^2=\frac12(1-\xi/E_\xi)$. In the second case the electron energy is $E=-(E_\xi+\sigma h)$. The density of states, relative to its normal value, is therefore

$$N_\sigma(E)=\int_{-\infty}^{\infty}d\xi\left[u^2\delta(E+\sigma h-E_\xi)+v_\xi^2\delta(E+\sigma h+E_\xi)\right].$$

The terms odd in $\xi$ cancel between $+\xi$ and $-\xi$, which leaves a factor $\frac12$ in each weight. For $x=E+\sigma h$ with $|x|>\Delta$ there are two roots $\xi=\pm\sqrt{x^2-\Delta^2}$, and each contributes $|d\xi/dE_\xi|=|x|/\sqrt{x^2-\Delta^2}$. Thus

$$N_\sigma(E)=N_{\rm BCS}(E+\sigma h),\qquad N_{\rm BCS}(x)=\frac{|x|}{\sqrt{x^2-\Delta^2}}\,\Theta(|x|-\Delta), \tag{7}$$

where $\Theta$ is the step function. For $h=0$ both spins have the usual gap, and for $\Delta=0$ both densities equal one.

With $h>0$ the spin-up edges lie at $\Delta-h$ and $-\Delta-h$, and the spin-down edges at $\Delta+h$ and $-\Delta+h$. The two edges nearest to zero energy are $+(\Delta-h)$ for spin up and $-(\Delta-h)$ for spin down. They are the two windows of the simple case.

### The tunnel current

Let $t_\sigma$ be the spin-conserving tunnelling matrix element, and let $\nu_{N\sigma}$ and $\nu_S$ be the normal densities of states per spin in the two electrodes. All three are taken as independent of energy over the range of the gap and the temperature. To lowest order in $|t_\sigma|^2$ the golden rule gives the net particle flow

$$J_\sigma=\frac{2\pi}{\hbar}|t_\sigma|^2\nu_{N\sigma}\nu_S\int dE\,N_\sigma(E)\left[f_N(1-f_S)-f_S(1-f_N)\right].$$

The products $f_Nf_S$ cancel, so the bracket is $f_N-f_S$. Both spins in S share one Fermi function of the total energy $E$, because S is assumed to be in equilibrium without spin accumulation. Define the normal-state spin conductances

$$G_\sigma=\frac{2\pi e^2}{\hbar}|t_\sigma|^2\nu_{N\sigma}\nu_S=\frac{G_T}{2}(1+\sigma P). \tag{8}$$

Their sum is $G_T$, and $P=(G_+-G_-)/G_T$. The electrical and heat currents are

$$I=\frac1e\sum_\sigma G_\sigma\int dE\,N_\sigma(f_N-f_S),$$

$$Q=\frac1{e^2}\sum_\sigma G_\sigma\int dE\,(E-eV)N_\sigma(f_N-f_S). \tag{9}$$

Equation (9) says that the transmission of a spin-$\sigma$ electron is its normal-state transmission times $N_\sigma$. A test of this factor matches electron and hole waves at a sharp barrier whose normal transmission is $1/(1+Z_\sigma^2)$. With $Z_+=1000$ and $Z_-=1700$, the spin-up transmission followed the product within 0.5% at $E+h=1.1\Delta$, $1.5\Delta$ and $3\Delta$.

### Linear response for a continuous density

Insert (2) into (9). It is convenient to separate the densities into

$$N_0=\frac{N_++N_-}{2},\qquad N_z=\frac{N_+-N_-}{2}.$$

The spin-weighted density in (9) is then

$$\frac{1+P}{2}N_++\frac{1-P}{2}N_-=N_0+PN_z.$$

Because $N_{\rm BCS}$ is even, $N_+(-E)=N_{\rm BCS}(-E+h)=N_{\rm BCS}(E-h)=N_-(E)$. Hence $N_0$ is even in $E$ and $N_z$ is odd. The thermal factor $-f'$ is even. In $G$ and $K$, which contain even powers of $E$, the $N_z$ term vanishes. In $\alpha$, which contains one power of $E$, the $N_0$ term vanishes. With

$$M_0=\int N_0(-f')dE,\quad M_1=\int E N_z(-f')dE,\quad M_2=\int E^2N_0(-f')dE, \tag{10}$$

the coefficients are

$$G=G_TM_0,\qquad \alpha=\frac{PG_TM_1}{e},\qquad K=\frac{G_TM_2}{e^2}. \tag{11}$$

The effect needs both ingredients. If $P=0$, then $\alpha=0$. If $h=0$, the two spin densities coincide, $N_z=0$, and again $\alpha=0$. Polarization without splitting does not break the symmetry between positive and negative energy, and splitting without polarization breaks it oppositely for the two spins.

### The bound

Substituting (11) into (5), the common factor $G_T^2/e^2$ cancels:

$$zT=\frac{P^2M_1^2}{M_0M_2-P^2M_1^2}.$$

Divide numerator and denominator by $M_1^2$ and define $v=M_0M_2/M_1^2-1$. This gives

$$zT=\frac{P^2}{1-P^2+v}. \tag{12}$$

The quantity $v$ cannot be negative. Densities of states are nonnegative, so $|N_+-N_-|\le N_++N_-$, which means $|N_z|\le N_0$. It follows that

$$|M_1|\le\int|E||N_z|(-f')dE\le\int|E|N_0(-f')dE\le\sqrt{M_0M_2}. \tag{13}$$

The last step is the Cauchy–Schwarz inequality for the functions $1$ and $|E|$ with the nonnegative weight $N_0(-f')$. Therefore $v\ge0$ and

$$zT\le\frac{P^2}{1-P^2}. \tag{14}$$

The proof used the symmetry $N_+(-E)=N_-(E)$, an energy-independent $P$, and the absence of further channels for charge or heat. It did not use the shape (7). As a test, 200 random nonnegative densities with this symmetry were tried at $P=0.8$, and none exceeded the bound.

Equation (13) also tells when the bound is approached. At the energies that matter, each sign of $E$ must belong to one spin, and $|E|$ must have little relative spread. The two-window model satisfies both conditions and has $v=0$.

### What the figure of merit means for efficiency

Write $\delta=\Delta T/T$, which is the Carnot efficiency to leading order in $\Delta T$. Choose the load voltage $V=-x\alpha\delta/G$ with $0<x<1$. Equation (3) then gives $I=\alpha\delta(1-x)$, and the delivered power is $-IV=(\alpha^2\delta^2/G)x(1-x)$. The heat input is $Q=K\delta-\alpha^2\delta x/G$. With $b=GK/\alpha^2=1+1/(zT)$, the efficiency $\eta=-IV/Q$ relative to Carnot is

$$\frac{\eta}{\delta}=\frac{x(1-x)}{b-x}.$$

Setting its derivative to zero gives $(1-2x)(b-x)+x(1-x)=0$, or $x^2-2bx+b=0$. The root below one is $x=b-\sqrt{b(b-1)}$. The stationarity condition also gives $x(1-x)/(b-x)=2x-1$, so the maximum is

$$\frac{\eta_{\max}}{\delta}=2b-1-2\sqrt{b(b-1)}=(\sqrt b-\sqrt{b-1})^2.$$

Since $b=(1+zT)/zT$ and $b-1=1/zT$, this becomes $(\sqrt{1+zT}-1)^2/zT$. Factoring $zT=(\sqrt{1+zT}-1)(\sqrt{1+zT}+1)$ yields

$$\frac{\eta_{\max}}{\delta}=\frac{\sqrt{1+zT}-1}{\sqrt{1+zT}+1}. \tag{15}$$

For small $zT$ this tends to $zT/4$, and for large $zT$ it tends to one. The Carnot limit is approached at vanishing power, because $x\to1$ as $b\to1$.

## Part II. The low-temperature limit and a junction with losses

### Symbols and results carried over

The superconductor has gap $\Delta$ and splitting $h$, and the junction has normal conductance $G_T$ and polarization $P$. The spin densities are $N_\pm(E)=N_{\rm BCS}(E\pm h)$, with half-sum $N_0$ and half-difference $N_z$. The integrals $M_0$, $M_1$ and $M_2$ weight $N_0$, $EN_z$ and $E^2N_0$ with $-f'$. They give the conductance $G=G_TM_0$, the thermoelectric coefficient $\alpha=PG_TM_1/e$ and the heat coefficient $K=G_TM_2/e^2$. The figure of merit is

$$zT=\frac{\alpha^2}{GK-\alpha^2}=\frac{P^2}{1-P^2+v},\qquad v=\frac{M_0M_2}{M_1^2}-1\ge0.$$

The task is to show that $v\to0$.

### The two lowest edges

Let $E_1=\Delta-h$ and $k_BT\ll E_1$. Near the spin-up edge put $E=E_1+\varepsilon$ with $\varepsilon>0$. Then $x=E+h=\Delta+\varepsilon$, and $x^2-\Delta^2\approx2\Delta\varepsilon$, so

$$N_+\approx\sqrt{\frac{\Delta}{2\varepsilon}},\qquad -f'\approx\frac{1}{k_BT}e^{-(E_1+\varepsilon)/k_BT}.$$

The half in $N_0$ is compensated by the equal contribution of the spin-down edge at $-E_1$. Hence

$$M_0\approx\frac{e^{-E_1/k_BT}}{k_BT}\sqrt{\frac{\Delta}{2}}\int_0^\infty\varepsilon^{-1/2}e^{-\varepsilon/k_BT}d\varepsilon
=\sqrt{\frac{\pi\Delta}{2k_BT}}\,e^{-E_1/k_BT}, \tag{16}$$

because the integral is $\sqrt{\pi k_BT}$. At the upper edge $N_z=N_0$ and at the lower edge $N_z=-N_0$, so $EN_z=|E|N_0$ at both. To leading order $|E|=E_1$, and

$$M_1\approx E_1M_0,\qquad M_2\approx E_1^2M_0.$$

Therefore $v\to0$, which proves (1). The conductance and heat current become exponentially small, but their common exponential cancels in $zT$. The thermopower becomes $S=\alpha/(GT)\to P(\Delta-h)/(eT)$.

With $\Delta=1$, $h=0.4$ and $k_BT=0.005$, a direct evaluation of the integrals agreed with (1) within 0.1% for $P=0.2$, $0.5$ and $0.9$.

For the ideal junction, $P^2/(1-P^2)$ has been shown to be both an upper bound on $zT$ and its limit as $T\to0$. It remains to find how this limit is approached, when the superconducting state is stable, and how much losses reduce $zT$ in a numerical example.
